# From Indentation Reduced Modulus to the Young Modulus of a Porous Film: a numerical check

```python
"""Film Young modulus from an indentation reduced modulus.

Result under test:
    E = (1 - nu^2) / (1/Er - (1 - nui^2)/Ei)
E, nu   : Young modulus and Poisson ratio of the film
Ei, nui : the same for the diamond tip
Er      : reduced modulus, defined by unloading stiffness S = 2 Er a
a       : radius of the circle having the contact area
Moduli are in GPa and lengths in nm unless a comment says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.linalg import expm, null_space
from scipy.special import ellipe, ellipk, j0, j1


def film_modulus(reduced, nu, tip_modulus, tip_nu):
    return (1 - nu**2) / (1 / reduced - (1 - tip_nu**2) / tip_modulus)


Er, nu, Ei, nui = 6.0, 0.25, 1141.0, 0.07
E = film_modulus(Er, nu, Ei, nui)
assert round(E, 2) == 5.65

# --- Symbolic check of the field below a cosine pressure wave ---
x, z = sp.symbols("x z", real=True)
k, G, p, v = sp.symbols("k G p v", positive=True)
amp = p / (2 * G * k) * sp.exp(-k * z)
w_field = amp * (2 * (1 - v) + k * z) * sp.cos(k * x)
u_field = amp * (-(1 - 2 * v) + k * z) * sp.sin(k * x)
lame = 2 * G * v / (1 - 2 * v)
div = sp.diff(u_field, x) + sp.diff(w_field, z)
s_xx = lame * div + 2 * G * sp.diff(u_field, x)
s_zz = lame * div + 2 * G * sp.diff(w_field, z)
s_xz = G * (sp.diff(u_field, z) + sp.diff(w_field, x))
for residual in (sp.diff(s_xx, x) + sp.diff(s_xz, z),
                 sp.diff(s_xz, x) + sp.diff(s_zz, z),
                 s_xz.subs(z, 0),
                 s_zz.subs(z, 0) + p * sp.cos(k * x)):
    assert sp.simplify(residual) == 0


# --- Numerical wave response from Hooke's law and equilibrium ---
def depth_matrix(poisson):
    """d/d(kz) of (u, w, shear, normal stress), stresses in units of G k."""
    lam = 2 * poisson / (1 - 2 * poisson)
    m = lam + 2
    return np.array([[0, 1, 1, 0],
                     [-lam / m, 0, 0, 1 / m],
                     [m - lam**2 / m, 0, 0, lam / m],
                     [0, 0, -1, 0]], dtype=float)


def wave_compliance(q, film_E, film_nu, base_E, base_nu):
    """k times surface sinking per unit pressure; q = k * film thickness."""
    film_G = film_E / (2 * (1 + film_nu))
    base_G = base_E / (2 * (1 + base_nu))
    shifted = depth_matrix(base_nu) + np.eye(4)
    states = null_space(shifted @ shifted, rcond=1e-10)  # decaying states
    assert states.shape == (4, 2)
    states[2:] *= base_G / film_G
    states = expm(-q * depth_matrix(film_nu)) @ states
    weights = np.linalg.solve(states[2:], np.array([0.0, -1 / film_G]))
    return float(states[1] @ weights)


film_wave = wave_compliance(1.0, E, nu, E, nu)
tip_wave = wave_compliance(1.0, Ei, nui, Ei, nui)
Er_from_waves = 2 / (film_wave + tip_wave)
assert abs(Er_from_waves / Er - 1) < 1e-6

# A thin film on a nearly rigid base must compress without side strain.
thin_q = 0.01
thin = wave_compliance(thin_q, E, nu, 1e6 * E, 0.2)
confined = thin_q * (1 + nu) * (1 - 2 * nu) / (E * (1 - nu))
assert abs(thin / confined - 1) < 0.01

# --- Transform of the flat-punch pressure ---
for ka in (0.7, 2.5, 6.0):
    value = quad(lambda t: np.sin(t) * j0(ka * np.sin(t)), 0, np.pi / 2)[0]
    assert abs(value - np.sin(ka) / ka) < 1e-8


# --- Contact solved ring by ring, without assuming a pressure shape ---
def ring_system(radius, rings=300):
    """Surface sinking at ring centres for unit pressure on each ring."""
    edges = np.linspace(0, radius, rings + 1)
    mids = (edges[1:] + edges[:-1]) / 2
    r, b = mids[:, None], edges[None, :]
    m = (np.minimum(r, b) / np.maximum(r, b))**2
    disc = np.where(r < b, b * ellipe(m),
                    r * (ellipe(m) - (1 - m) * ellipk(m)))
    matrix = np.diff(4 * disc / (np.pi * Er), axis=1)
    return edges, mids, matrix, np.pi * np.diff(edges**2)


edges, mids, rings_matrix, areas = ring_system(1.0)
flat_stiffness = areas @ np.linalg.solve(rings_matrix, np.ones(len(mids)))
# The edge singularity is resolved only to about one ring width.
assert abs(flat_stiffness / (2 * Er) - 1) < 0.01


def curved_contact(radius):
    """Depth and load for profile r^2/2, edge pressure made to vanish."""
    _, r, matrix, area = ring_system(radius)
    flat = np.linalg.solve(matrix, np.ones(len(r)))
    shape = np.linalg.solve(matrix, r**2 / 2)
    depth = shape[-1] / flat[-1]
    return depth, area @ (depth * flat - shape)


h_low, load_low = curved_contact(0.99)
h_high, load_high = curved_contact(1.01)
curved_stiffness = (load_high - load_low) / (h_high - h_low)
assert abs(curved_stiffness / (2 * Er) - 1) < 0.01

# --- Substrate stiffening for a film on silicon ---
thickness, Si_E, Si_nu = 500.0, 160.0, 0.22
berkovich_angle = np.radians(65.27)
area_factor = 3 * np.sqrt(3) * np.tan(berkovich_angle)**2
nodes, node_weights = np.polynomial.legendre.leggauss(80)
q_nodes, q_weights = 10 * (nodes + 1), 10 * node_weights
bulk = 2 * (1 - nu**2) / E
loss = np.array([1 - wave_compliance(q, E, nu, Si_E, Si_nu) / bulk
                 for q in q_nodes])


def substrate_case(depth):
    a = depth * np.sqrt(area_factor / np.pi)
    s = a / thickness
    fraction = 2 * s / np.pi * np.sum(
        q_weights * loss * np.sinc(q_nodes * s / np.pi)**2)
    apparent = 1 / ((1 - nu**2) * (1 - fraction) / E + (1 - nui**2) / Ei)
    return a, fraction, apparent


cases = {depth: substrate_case(depth) for depth in (10.0, 50.0)}
for a, fraction, _ in cases.values():
    wave_numbers = q_nodes * a / thickness
    dk = q_weights * a / thickness
    ring_waves = np.diff(edges[None, :] * j1(
        wave_numbers[:, None] * edges[None, :]), axis=1)
    factor = (dk * loss / wave_numbers)[:, None]
    change = 2 / Er * j0(np.outer(mids, wave_numbers)) @ (factor * ring_waves)
    layered = areas @ np.linalg.solve(rings_matrix - change,
                                      np.ones(len(mids)))
    assert abs((1 - flat_stiffness / layered) - fraction) < 0.01


# --- Triangular contact compared with a circle of equal area ---
def triangle_factor(m):
    """Stiffness ratio from m*m equal cells in a triangle of unit side."""
    cells = [(i + 1 / 3, j + 1 / 3) for i in range(m) for j in range(m - i)]
    cells += [(i + 2 / 3, j + 2 / 3)
              for i in range(m - 1) for j in range(m - 1 - i)]
    c = np.array(cells) / m
    px, py = c[:, 0] + c[:, 1] / 2, c[:, 1] * np.sqrt(3) / 2
    distance = np.hypot(px[:, None] - px, py[:, None] - py)
    np.fill_diagonal(distance, 1.0)
    cell_area = np.sqrt(3) / 4 / m**2
    potential = cell_area / distance
    np.fill_diagonal(potential, np.sqrt(3) / m * np.log(2 + np.sqrt(3)))
    total = cell_area * np.linalg.solve(potential, np.ones(len(c))).sum()
    return total * np.pi / (2 * np.sqrt(np.sqrt(3) / 4 / np.pi))


b10, b20, b40 = (triangle_factor(m) for m in (10, 20, 40))
beta, beta_coarse = 2 * b40 - b20, 2 * b20 - b10
assert abs(beta - beta_coarse) < 0.005 and beta > 1

# --- Numbers for the worked example ---
total_c, tip_c = 1 / Er, (1 - nui**2) / Ei
no_tip = Er * (1 - nu**2)
to_eV_A3 = 1e9 * 1e-30 / electron_charge
density_gain = 0.05

print(f"Reduced modulus Er: {Er:.2f} GPa")
print(f"Film Poisson ratio: {nu:.2f} (no unit)")
print(f"Diamond Young modulus: {Ei:.0f} GPa")
print(f"Diamond Poisson ratio: {nui:.2f} (no unit)")
print(f"Film factor 1 - nu^2: {1 - nu**2:.4f} (no unit)")
print(f"Diamond factor 1 - nui^2: {1 - nui**2:.4f} (no unit)")
print(f"Total compliance 1/Er: {total_c:.6f} 1/GPa")
print(f"Diamond compliance: {tip_c:.6f} 1/GPa")
print(f"Film compliance: {total_c - tip_c:.6f} 1/GPa")
print(f"Diamond share of compliance: {100 * tip_c / total_c:.2f} %")
print(f"Film Young modulus E: {E:.4f} GPa")
print(f"Film Young modulus, rounded: {E:.2f} GPa")
print(f"Film Young modulus: {E * to_eV_A3:.4f} eV/angstrom^3")
print(f"Er rebuilt from wave solutions: {Er_from_waves:.4f} GPa")
print(f"E with diamond term ignored: {no_tip:.4f} GPa")
print(f"Error from ignoring diamond: {100 * (no_tip / E - 1):.2f} %")
print(f"Error from setting E = Er: {100 * (Er / E - 1):.2f} %")
print(f"Flat-tip S/(2 Er a), ring solution: "
      f"{flat_stiffness / (2 * Er):.4f} (no unit)")
print(f"Curved-tip S/(2 Er a), ring solution: "
      f"{curved_stiffness / (2 * Er):.4f} (no unit)")
for trial_nu in (0.20, 0.30):
    print(f"E if film Poisson ratio is {trial_nu:.2f}: "
          f"{film_modulus(Er, trial_nu, Ei, nui):.3f} GPa")
for trial_Er in (5.9, 6.1):
    print(f"E if Er is {trial_Er:.1f} GPa: "
          f"{film_modulus(trial_Er, nu, Ei, nui):.3f} GPa")
print(f"Film thickness (rough typical): {thickness:.0f} nm")
print(f"Silicon Young modulus (rough, isotropic): {Si_E:.0f} GPa")
print(f"Silicon Poisson ratio (rough): {Si_nu:.2f} (no unit)")
print(f"Berkovich area / depth^2: {area_factor:.2f} (no unit)")
for depth, (a, fraction, apparent) in cases.items():
    print(f"Contact radius at {depth:.0f} nm depth: {a:.1f} nm")
    print(f"Film compliance lost to substrate at {depth:.0f} nm: "
          f"{100 * fraction:.1f} %")
    print(f"Apparent Er at {depth:.0f} nm for this film on Si: "
          f"{apparent:.2f} GPa")
print(f"Triangle/circle stiffness at equal area: {beta:.3f} (no unit)")
print(f"E if Er must be divided by that factor: "
      f"{film_modulus(Er / beta, nu, Ei, nui):.2f} GPa")
print(f"Assumed density gain from pore collapse: {100 * density_gain:.0f} %")
print(f"Modulus gain, assumed square law: "
      f"{100 * ((1 + density_gain)**2 - 1):.1f} %")
print("all good")
```

It prints:

```
Reduced modulus Er: 6.00 GPa
Film Poisson ratio: 0.25 (no unit)
Diamond Young modulus: 1141 GPa
Diamond Poisson ratio: 0.07 (no unit)
Film factor 1 - nu^2: 0.9375 (no unit)
Diamond factor 1 - nui^2: 0.9951 (no unit)
Total compliance 1/Er: 0.166667 1/GPa
Diamond compliance: 0.000872 1/GPa
Film compliance: 0.165795 1/GPa
Diamond share of compliance: 0.52 %
Film Young modulus E: 5.6546 GPa
Film Young modulus, rounded: 5.65 GPa
Film Young modulus: 0.0353 eV/angstrom^3
Er rebuilt from wave solutions: 6.0000 GPa
E with diamond term ignored: 5.6250 GPa
Error from ignoring diamond: -0.52 %
Error from setting E = Er: 6.11 %
Flat-tip S/(2 Er a), ring solution: 0.9994 (no unit)
Curved-tip S/(2 Er a), ring solution: 0.9978 (no unit)
E if film Poisson ratio is 0.20: 5.790 GPa
E if film Poisson ratio is 0.30: 5.489 GPa
E if Er is 5.9 GPa: 5.560 GPa
E if Er is 6.1 GPa: 5.749 GPa
Film thickness (rough typical): 500 nm
Silicon Young modulus (rough, isotropic): 160 GPa
Silicon Poisson ratio (rough): 0.22 (no unit)
Berkovich area / depth^2: 24.49 (no unit)
Contact radius at 10 nm depth: 27.9 nm
Film compliance lost to substrate at 10 nm: 4.5 %
Apparent Er at 10 nm for this film on Si: 6.28 GPa
Contact radius at 50 nm depth: 139.6 nm
Film compliance lost to substrate at 50 nm: 21.7 %
Apparent Er at 50 nm for this film on Si: 7.65 GPa
Triangle/circle stiffness at equal area: 1.062 (no unit)
E if Er must be divided by that factor: 5.32 GPa
Assumed density gain from pore collapse: 5 %
Modulus gain, assumed square law: 10.3 %
all good
```
